# Correlation increments in a short chain of hydrogen molecules

## Problem

Three hydrogen molecules lie on the $z$ axis, end to end. Each bond is 1.4 bohr long, and neighbouring molecular centres are $a=4.5$ bohr apart. The nuclei are fixed, the Hamiltonian is non-relativistic, and the basis is 6-31G, which for hydrogen contains s functions alone. The restricted Hartree–Fock (HF) determinant has three doubly occupied orbitals, one per molecule after localization.

Stoll's method of increments builds the correlation energy from calculations in which a few localized orbitals are correlated and the others are frozen.

1. Estimate the one-, two- and three-body contributions by scaling.
2. Define the increments precisely and compute them.
3. Show that their sum through full order is the full configuration-interaction (full-CI) correlation energy in this basis.
4. Compare the estimate with the result, and find what is lost when the sum is cut short.

Two numbers at the same level of theory are given for the estimate. An isolated molecule has correlation energy $-24.9363$ mEh (millihartree). Two collinear molecules with centres 14 bohr apart have a two-body correlation increment of $-0.00143$ mEh, meaning the part of the pair's correlation energy that is not the sum of the two one-molecule parts.

## First estimate by scaling

**One-body part.** If each molecule correlates as it does in isolation, the three together give

$$3\times(-24.9363)\approx-74.809\ \text{mEh}.$$

**Two-body part.** At large separation the leading correlation between neutral molecules without permanent dipoles is taken to be dispersion. In an s-only basis on one axis, the $x$ and $y$ dipole matrices vanish by reflection symmetry, so only the $z$ components $d_i$ interact. In atomic units the general dipole coupling $(\mathbf d_1\cdot\mathbf d_2-3d_{1z}d_{2z})/R^3$ becomes

$$V_{12}=-\frac{2d_1d_2}{R^3}.$$

Keep one excited state per molecule, with transition dipole $\mu$. The coupling from both molecules in their ground states to both excited is $v_{12}=-2\mu^2/R^3$. If this double excitation costs energy $D$, second-order perturbation theory gives

$$E_{12}^{(2)}=-\frac{v_{12}^2}{D}\propto-\frac1{R^6}.$$

Scaling the given value from 14 bohr to the two distances in the chain yields

$$\Delta_{12}\approx-0.00143\left(\frac{14}{4.5}\right)^6=-1.30\ \text{mEh},$$

$$\Delta_{13}\approx-0.00143\left(\frac{14}{9}\right)^6=-0.020\ \text{mEh}.$$

By symmetry $\Delta_{23}=\Delta_{12}$.

**Three-body part.** The same model has a third-order term. One coupling excites two molecules, a second passes one excitation to the third molecule, and the last coupling removes both excitations. There are three choices for the first pair, two for the second, and one for the last, hence six paths. Both energy denominators are $-D$, and their product is $+D^2$:

$$E_{123}^{(3)}=\frac{6\,v_{12}v_{23}v_{13}}{D^2}.$$

All three couplings are negative, so this term is negative. Here $v_{23}=v_{12}$, and $v_{13}=v_{12}/8$ because the distance is doubled. With $|v_{12}|=\sqrt{|\Delta_{12}|D}$,

$$E_{123}^{(3)}=-\frac{6}{8}\frac{|v_{12}|^3}{D^2}
=-\frac34\frac{|\Delta_{12}|^{3/2}}{D^{1/2}}.$$

Two electronic excitations of roughly half a hartree each suggest $D\approx1$ Eh. Using $|\Delta_{12}|=1.30\times10^{-3}$ Eh gives about $-3.5\times10^{-5}$ Eh, or $-0.035$ mEh. The choice of $D$ is rough, but it enters only through a square root.

The estimated total is

$$-74.809-2(1.297)-0.020-0.035\approx-77.46\ \text{mEh}.$$

The weak point is plain: the gap between facing hydrogen atoms is only $4.5-1.4=3.1$ bohr, where the electron clouds overlap and the dipole expansion is not justified.

## Exact solution

### Localized orbitals

Boys localization rotates the occupied orbitals among themselves to maximize $\sum_i|\langle i|\mathbf r|i\rangle|^2$. Such a rotation leaves the HF determinant unchanged up to a phase, and so leaves $E_{\rm HF}$ unchanged. Since the $x$ and $y$ matrices vanish here, the quantity to maximize is

$$\sum_i z_{ii}^2=\sum_{ij}z_{ij}^2-\sum_{i\ne j}z_{ij}^2,
\qquad z_{ij}=\langle i|z|j\rangle .$$

The first sum on the right is the trace of the squared matrix, which no rotation changes. The maximum is therefore reached when the off-diagonal elements vanish: one diagonalizes $z_{ij}$. The resulting orbital centres are $-4.498$, $0$ and $4.498$ bohr, close to the molecular centres. Number the orbitals 1, 2, 3 along the chain.

### Energy of a subset

Let $S$ be a set of occupied orbitals. Correlate its $2|S|$ electrons by full CI in the orbitals of $S$ plus all virtual orbitals, and keep every other occupied orbital $c$ doubly occupied. Define $\varepsilon(S)$ as the lowest energy obtained minus $E_{\rm HF}$, with $\varepsilon(\varnothing)=0$.

The frozen electrons still act on the active ones. An active electron feels the Coulomb field of both electrons in $c$, but exchange only with the one of equal spin. For real orbitals, with two-electron integrals $(pq|rs)$ in charge-cloud order, the one-electron matrix becomes

$$\tilde h_{pq}=h_{pq}+\sum_{c\notin S}\left[2(pq|cc)-(pc|cq)\right].$$

The constant energy of nuclei and frozen electrons is

$$\begin{aligned}
E_{\rm core}&=E_{\rm nuc}+2\sum_c h_{cc}
+\sum_{cc'}\left[2(cc|c'c')-(cc'|c'c)\right]\\
&=E_{\rm nuc}+\sum_c\left(h_{cc}+\tilde h_{cc}\right).
\end{aligned}$$

The second line follows because $\tilde h_{cc}$ contains one $h_{cc}$ and the sum over $c'$.

All subsets must share one energy zero. With the orbitals of $S$ doubly occupied, the energy is

$$E_{\rm core}+2\sum_{i\in S}\tilde h_{ii}
+\sum_{i,j\in S}\left[2(ii|jj)-(ij|ji)\right].$$

The factor 2 before $\tilde h_{ii}$ supplies each active–frozen interaction twice, once for $(i,c)$ and once for $(c,i)$, as in the unrestricted double sum of the HF energy. The core supplies the frozen–frozen terms and the last sum the active–active terms. The total is $E_{\rm HF}$ for every $S$.

If $S\subset T$, every determinant allowed for $S$ is also allowed for $T$. Enlarging a variational space cannot raise its lowest energy, so

$$\varepsilon(T)\le\varepsilon(S)\le0 .$$

This orders the subset energies. It does not fix the signs of the increments, which are differences of such energies.

### Increments and the sum rule

The increment of a non-empty set is what remains after the increments of all its smaller non-empty subsets are removed:

$$\Delta(S)=\varepsilon(S)-\sum_{\varnothing\ne T\subsetneq S}\Delta(T).$$

For one, two and three orbitals this reads

$$\Delta_i=\varepsilon_i,\qquad
\Delta_{ij}=\varepsilon_{ij}-\varepsilon_i-\varepsilon_j,$$

$$\begin{aligned}
\Delta_{ijk}&=\varepsilon_{ijk}-\Delta_{ij}-\Delta_{ik}-\Delta_{jk}
-\Delta_i-\Delta_j-\Delta_k\\
&=\varepsilon_{ijk}-\varepsilon_{ij}-\varepsilon_{ik}-\varepsilon_{jk}
+\varepsilon_i+\varepsilon_j+\varepsilon_k .
\end{aligned}$$

In the last line each single energy appears in two pair increments, giving $+2\varepsilon_i$, and the one-body term subtracts one of them.

Now let $N$ be the set of all $n$ occupied orbitals. Moving the subtracted sum in the definition of $\Delta(N)$ to the other side gives

$$\sum_{\varnothing\ne S\subseteq N}\Delta(S)=\varepsilon(N)=E_{\rm corr}^{\rm full\ CI}.$$

The first equality is algebra. The second holds because nothing is frozen when $S=N$: all electrons are distributed over all orbitals. A rotation of the orbitals changes the determinants but not the space they span, so the lowest energy is the same as with canonical orbitals. For three molecules the expansion ends with the three-body term, which proves the claim.

The proof also shows the price. The last increment contains $\varepsilon(N)$, so evaluating it requires the full calculation. The method saves work when high-order increments are small enough to omit.

### Numbers for three molecules

Six decimals are carried because small increments are differences of large energies. All values are in mEh.

The subset energies are

- $\varepsilon_1=\varepsilon_3=-24.503758$ and $\varepsilon_2=-24.255863$;
- $\varepsilon_{12}=\varepsilon_{23}=-49.724741$ and $\varepsilon_{13}=-49.063103$;
- $\varepsilon_{123}=-75.269772$.

The one-body sum is $-73.263379$. The pair increments are

$$\Delta_{12}=\Delta_{23}=-49.724741+24.503758+24.255863=-0.965120,$$

$$\Delta_{13}=-49.063103+2(24.503758)=-0.055587 .$$

Their sum is $-1.985827$. The three-body increment is therefore

$$\Delta_{123}=-75.269772+73.263379+1.985827\approx-0.0206 .$$

Adding the three orders gives

$$-73.263-1.986-0.021=-75.270\ \text{mEh}=-2.048\ \text{eV}.$$

A separate full-CI calculation in canonical orbitals gives the same correlation energy. The numerical check tests this agreement to $10^{-8}$ Eh. It also tests the frozen-orbital energies against an explicitly projected determinant Hamiltonian, using the smaller STO-3G basis.

## Comparison of the two

The estimate and the computed contributions, in mEh, are

| Part | Scaling | Computed |
|---|---:|---:|
| One-body sum | −74.81 | −73.26 |
| $\Delta_{12}$, and equally $\Delta_{23}$ | −1.30 | −0.97 |
| $\Delta_{13}$ | −0.020 | −0.056 |
| $\Delta_{123}$ | −0.035 | −0.021 |
| Total | −77.46 | −75.27 |

The estimated total is too negative by 2.19 mEh, or 2.9% of the full-CI correlation energy. Most of this, 1.55 mEh, comes from the one-body part. A molecule in the chain has less one-body correlation energy than an isolated one, by 0.43 mEh at an end and 0.68 mEh in the middle. A plausible cause is that occupied neighbouring orbitals exclude part of the space into which electrons could be excited, but the calculation does not separate this from the change in the orbitals themselves.

The neighbour increment is overestimated by about a third, while the increment for the outer pair is underestimated by a factor of 2.7. Scaling from an isolated pair thus gives the ordering of the pair terms but not reliable values in the chain. The two errors have different origins. An isolated pair in the same basis has an increment of $-0.946$ mEh at 4.5 bohr, close to the chain value, so the overestimate of $\Delta_{12}$ is a failure of the $R^{-6}$ law at short range. At 9 bohr an isolated pair gives $-0.021$ mEh, close to the scaled value, so the large $\Delta_{13}$ is due to the middle molecule, which supplies further virtual orbitals and a frozen field and alters the localized orbitals; these three effects are not separated here. The three-body estimate has the right sign and order of magnitude; most of its excess comes from the overestimated $\Delta_{12}$, which enters to the power $3/2$. The computed $\Delta_{12}$ with $D=1$ Eh gives $-0.022$ mEh.

At larger separation the picture behind the estimate improves. Between 14 and 21 bohr the two-body increment falls from $-0.00143$ to $-0.000124$ mEh, an effective exponent of

$$\frac{\ln(0.0014299/0.0001236)}{\ln(21/14)}\approx6.04 .$$

At 21 bohr the one-body energy agrees with the isolated value to about $10^{-5}$ mEh. The exponent describes this interval, not the limit $R\to\infty$. Suppose correlation changes each molecular quadrupole from $Q$ to $Q+\delta$. The quadrupole interaction is $KQ_1Q_2/R^5$, with $K$ a constant, and its contribution to the pair increment is

$$\frac{K}{R^5}\left\{\left[(Q+\delta)^2-Q^2\right]-2\left[(Q+\delta)Q-Q^2\right]\right\}
=\frac{K\delta^2}{R^5}.$$

If $\delta\ne0$, this term decays more slowly than dispersion and eventually dominates. For collinear molecules $K=6$, so the term is positive, opposite in sign to dispersion. In this basis $\delta\approx-0.025$ atomic units, so it is below 1% of the increment at 14–21 bohr and overtakes the $R^{-6}$ term only near 3000 bohr.

## Cutting the sum short

For the trimer, stopping after one-body terms misses 2.006 mEh, or 2.7% of the full-CI correlation energy. Stopping after pairs misses 0.021 mEh, or 0.03%.

Locality is responsible for this small remainder, not for the sum rule. Repeating the calculation with canonical occupied orbitals gives one-, two- and three-body sums of $-25.286$, $-47.660$ and $-2.324$ mEh. Their total is again $-75.270$ mEh, but the pair truncation now misses 2.324 mEh, over a hundred times more. A localized orbital is a combination $\sum_i U_i\phi_i$ of canonical orbitals, so a double excitation out of it is a sum, with weights $U_iU_j$, of excitations out of canonical pairs $(i,j)$. This moves the correlation of one molecule partly into two-body increments. It does not by itself account for the large three-body term, whose origin the calculation does not analyse.

For longer chains it is useful to write a truncated sum directly in subset energies. First, the increments have the closed form

$$\Delta(S)=\sum_{\varnothing\ne T\subseteq S}(-1)^{|S|-|T|}\varepsilon(T).$$

To verify it, sum the right-hand side over all non-empty $S\subseteq N$. A given $T$ can be enlarged by $m$ further orbitals in $\binom{n-|T|}{m}$ ways, so its coefficient is

$$\sum_{m=0}^{n-|T|}(-1)^m\binom{n-|T|}{m}=(1-1)^{n-|T|}.$$

This is zero unless $T=N$, when it is one. The closed form therefore obeys the sum rule for every set $N$. That rule determines the increments one after another from the smallest sets upward, so the closed form and the original definition agree.

If the sum stops at order $k<n$, then $m$ stops at $M=k-|T|$. Put $L=n-|T|$. Pascal's rule, $\binom Lm=\binom{L-1}{m}+\binom{L-1}{m-1}$, makes neighbouring terms cancel and leaves

$$\sum_{m=0}^{M}(-1)^m\binom Lm=(-1)^M\binom{L-1}{M}.$$

Hence

$$E_k=\sum_{1\le|T|\le k}(-1)^{k-|T|}
\binom{n-|T|-1}{k-|T|}\varepsilon(T).$$

For four molecules at third order all the binomial factors are one:

$$E_3=\sum_{i<j<k}\varepsilon_{ijk}-\sum_{i<j}\varepsilon_{ij}+\sum_i\varepsilon_i,
\qquad E_3-E_{\rm corr}^{\rm full\ CI}=-\Delta_{1234}.$$

Three-body terms no longer complete the expansion. In a four-molecule chain with the same spacing, treated in STO-3G, the sums through first, second and third order lie above full CI by 1.631, 0.012 and 0.00012 mEh. Adding the four-body increment, $-0.00012$ mEh, restores the full-CI value. The smaller basis means that these errors should not be compared quantitatively with those of the trimer.

The full-order identity does not depend on rapid decay: it survives when molecules approach or bonds stretch, because it requires only that $\varepsilon(N)$ be the full-CI correlation energy; all smaller subset energies cancel from the complete sum. Using the same orbitals, basis and HF zero for every subset matters for a different reason: it makes the individual increments meaningful, and so makes a truncated sum useful. What may fail is the practical assumption that omitted increments are small. Nor does the identity remove the error of the finite basis, since full CI is the exact solution only within the space that the 6-31G functions provide. That error is large here. The correlation energy of an isolated molecule moves from $-24.9$ mEh to $-34.7$ mEh in cc-pVDZ and $-39.4$ mEh in cc-pVTZ, and the pair increment at 14 bohr becomes about $-0.0020$ mEh in aug-cc-pVDZ. For the trimer in aug-cc-pVDZ, with coupled-cluster CCSD(T) energies in place of full CI, the one-body sum, $\Delta_{12}$, $\Delta_{13}$ and $\Delta_{123}$ are about $-108$, $-2.2$, $-0.08$ and $-0.03$ mEh. The individual values thus shift by 40% to more than 100%, while the fraction missed by stopping after pairs stays near 0.03%.

## Values computed for the example and the checks

```
H2 bond length: 1.4 bohr; centre spacing: 4.5 bohr
Three H2, 6-31G: spatial orbitals: 12
Orbital centres (bohr): -4.4979 -0.0000 4.4979
Hartree-Fock total energy: -3.36907160 Eh
Local orbitals: subset, eps (mEh), Delta (mEh)
  1     -24.503758   -24.503758
  2     -24.255863   -24.255863
  3     -24.503758   -24.503758
  12    -49.724741    -0.965120
  13    -49.063103    -0.055587
  23    -49.724741    -0.965120
  123   -75.269772    -0.020567
Local sums: order, sum (mEh), sum minus full CI (mEh)
  1   -73.263379     2.006392
  2   -75.249205     0.020567
  3   -75.269772    -0.000000
Independent full-CI correlation energy: -75.269772 mEh
The same correlation energy: -2.048195 eV
Full-CI total energy: -3.44434137 Eh
Canonical orbitals: subset, eps (mEh), Delta (mEh)
  1      -7.790296    -7.790296
  2      -9.157464    -9.157464
  3      -8.338023    -8.338023
  12    -29.662909   -12.715148
  13    -34.552279   -18.423960
  23    -34.016011   -16.520523
  123   -75.269772    -2.324357
Canonical sums: order, sum (mEh), sum minus full CI (mEh)
  1   -25.285783    49.983988
  2   -72.945415     2.324357
  3   -75.269772     0.000000
Largest projection-test difference: 1.0e-14 Eh
Four H2, STO-3G: order, sum (mEh), sum minus full CI (mEh)
  1   -80.577462     1.631483
  2   -82.197226     0.011719
  3   -82.208821     0.000124
  4   -82.208945    -0.000000
Four-body increment: -0.000124 mEh
Isolated H2 correlation energy, 6-31G: -24.936327 mEh
Separated pair, 6-31G: R (bohr), eps_1 (mEh), Delta_12 (mEh)
  14.0   -24.936415   -0.0014299
  21.0   -24.936339   -0.0001236
Decay exponent between these distances: 6.038
```
